# The leading quantum correction to the high-temperature harmonic Landauer conductance: a numerical check

```python
"""
Result under test: for a harmonic junction with transmission Tr(w) >= 0,
  G/G_cl = 1 - hbar^2 <w^2>/(12 (kT)^2) + hbar^4 <w^4>/(240 (kT)^4) - ...
G    : Landauer heat conductance per area, G_cl : its classical limit
<w^n>: mean of w^n weighted with Tr(w), w : angular frequency
Example: film (K1, m1) and substrate (K2, m2), scalar simple-cubic lattices
with spacing a and three equal polarizations, joined by springs Ki.
c = 2 - cos(qx) - cos(qy) describes the in-plane wave vector.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as sc
from scipy.special import zeta

hbar, kB, amu = sc.hbar, sc.k, sc.atomic_mass
THz = 2 * np.pi * 1e12


def heat_factor(x):
    """Quantum heat capacity of a mode divided by k."""
    return (0.5 * x / np.sinh(0.5 * x)) ** 2


def bose(w, T):
    return 1.0 / np.expm1(hbar * w / (kB * T))


def transmission(w, c, p):
    K1, m1, K2, m2, Ki = p
    s, flux = [], []
    for K, m in ((K1, m1), (K2, m2)):
        cosk = np.clip(1 - (m * w**2 - 2 * K * c) / (2 * K), -1, 1)
        sink = np.sqrt(1 - cosk**2)
        s.append(K * (1 - cosk + 1j * sink))
        flux.append(K * sink)
    return 4 * flux[0] * flux[1] / abs(s[0] + s[1] - s[0] * s[1] / Ki) ** 2


def window_nodes(p, c, nw):
    """Frequencies and weights Tr dw/(2 pi) for each c in an array."""
    K1, m1, K2, m2, Ki = p
    low = np.sqrt(np.maximum(2 * K1 * c / m1, 2 * K2 * c / m2))
    high = np.sqrt(np.minimum(K1 * (2 * c + 4) / m1, K2 * (2 * c + 4) / m2))
    keep = high > low
    low, high, c = low[keep, None], high[keep, None], c[keep, None]
    g, gw = np.polynomial.legendre.leggauss(nw)
    theta, dtheta = 0.5 * np.pi * (g + 1), 0.5 * np.pi * gw
    half = 0.5 * (high - low)
    w = 0.5 * (high + low) - half * np.cos(theta)
    weight = half * np.sin(theta) * dtheta * transmission(w, c, p)
    return w.ravel(), weight.ravel() / (2 * np.pi)


def plane_c(nq):
    q = (np.arange(nq) + 0.5) * np.pi / nq
    return (2 - np.cos(q)[:, None] - np.cos(q)[None, :]).ravel()


def interface_nodes(p, nq=80, nw=24):
    w, weight = window_nodes(p, plane_c(nq), nw)
    return w, weight * 3 / (a**2 * nq**2)


def conductance(nodes, T=None):
    w, weight = nodes
    factor = 1.0 if T is None else heat_factor(hbar * w / (kB * T))
    return kB * np.sum(weight * factor)


def moment(nodes, n):
    return np.sum(nodes[1] * nodes[0] ** n) / np.sum(nodes[1])


# Rough inputs in the regime of an aluminium film on a stiffer substrate
a = 0.26e-9
m1, m2 = 27 * amu, 28 * amu
f1, f2 = 10.0, 15.0
K1 = m1 * (f1 * THz) ** 2 / 12
K2 = m2 * (f2 * THz) ** 2 / 12
Ki = 8.0
params = (K1, m1, K2, m2, Ki)

# Test: series of the heat factor from the Bose function
x = sp.symbols("x")
bose_series = sp.series(1 / (sp.exp(x) - 1), x, 0, 6).removeO()
factor_series = sp.expand(-x**2 * sp.diff(bose_series, x))
target = 1 - x**2 / 12 + x**4 / 240 - x**6 / 6048
assert sp.simplify(factor_series - target) == 0

# Test: partial fractions and two-sided bounds of the heat factor
for xv in (0.7, 3.0, 9.0):
    total = mp.nsum(lambda n: 2 * xv**2 * ((2 * mp.pi * n)**2 - xv**2)
                    / ((2 * mp.pi * n)**2 + xv**2)**2, [1, mp.inf])
    assert abs(float(1 - total) - heat_factor(xv)) < 1e-8
xs = np.linspace(0.1, 40, 4000)
excess = heat_factor(xs) - (1 - xs**2 / 12)
assert np.all(excess > 0) and np.all(excess < xs**4 / 240)


# Test: transmission against an explicitly solved lattice
def lattice_transmission(w, c, p, N=5):
    K1, m1, K2, m2, Ki = p
    k1 = np.arccos(1 - (m1 * w**2 - 2 * K1 * c) / (2 * K1))
    k2 = np.arccos(1 - (m2 * w**2 - 2 * K2 * c) / (2 * K2))
    M = np.zeros((2 * N, 2 * N), complex)
    for j in range(2 * N):
        K, m = (K1, m1) if j < N else (K2, m2)
        M[j, j] += 2 * K * c - m * w**2
    for j in range(2 * N - 1):
        K = K1 if j < N - 1 else (Ki if j == N - 1 else K2)
        M[j, j] += K
        M[j + 1, j + 1] += K
        M[j, j + 1] -= K
        M[j + 1, j] -= K
    M[0, 0] += K1 * (1 - np.exp(1j * k1))
    M[-1, -1] += K2 * (1 - np.exp(1j * k2))
    rhs = np.zeros(2 * N, complex)
    rhs[0] = K1 * (np.exp(-1j * k1) - np.exp(1j * k1))
    disp = np.linalg.solve(M, rhs)
    out = K2 * np.imag(np.conj(disp[-2]) * disp[-1])
    return out / (K1 * np.sin(k1))


c_test = 2 - 2 * np.cos(0.6)
for f in (3.8, 4.5, 5.2, 6.0):
    direct = lattice_transmission(f * THz, c_test, params)
    assert abs(direct - transmission(f * THz, c_test, params)) < 1e-9
    assert 0 < direct <= 1

# Mesh convergence of the interface integrals
nodes = interface_nodes(params)
fine = interface_nodes(params, 160, 48)
G_cl, w2, w4 = conductance(nodes), moment(nodes, 2), moment(nodes, 4)
shift_G = conductance(fine) / G_cl - 1
shift_w2 = moment(fine, 2) / w2 - 1
assert abs(shift_G) < 2e-3 and abs(shift_w2) < 2e-3

# Test: sum over incident film modes, a different integration variable
nq, nk = 60, 400
cc = plane_c(nq)[:, None]
kz = ((np.arange(nk) + 0.5) * np.pi / nk)[None, :]
w_film = np.sqrt(2 * K1 * (cc + 1 - np.cos(kz)) / m1)
speed = K1 * np.sin(kz) / (m1 * w_film)
mode_heat = kB * heat_factor(hbar * w_film / (kB * 300))
G_modes = np.sum(speed * transmission(w_film, cc, params) * mode_heat)
G_modes *= 3 / (a**2 * nq**2) / (2 * nk)
assert abs(G_modes / conductance(nodes, 300) - 1) < 3e-3
w2_film = np.mean(w_film**2)
assert abs(w2_film / (6 * K1 / m1) - 1) < 1e-9


# Test: expansion against the Landauer current at two temperatures
def current(TL, TR):
    w, weight = nodes
    return np.sum(weight * hbar * w * (bose(w, TL) - bose(w, TR)))


def lead(T):
    return hbar**2 * w2 / (12 * (kB * T) ** 2)


def quartic(T):
    return hbar**4 * w4 / (240 * (kB * T) ** 4)


hot = 3000.0
G_hot = current(hot + 1, hot - 1) / 2
coefficient = (1 - G_hot / G_cl) / lead(hot)
assert abs(coefficient - 1) < 2e-3
for T in (50, 100, 150, 200, 300, 400, 600):
    G_def = current(T + 0.01, T - 0.01) / 0.02
    assert abs(G_def / conductance(nodes, T) - 1) < 1e-6
    error = G_def / G_cl - (1 - lead(T))
    assert 0 < error < quartic(T)
TL, TR = 900.0, 450.0
bias_ratio = current(TL, TR) / (TL - TR) / G_cl
bias_formula = (1 - hbar**2 * w2 / (12 * kB**2 * TL * TR)
                + hbar**4 * w4 * (TL**2 + TL * TR + TR**2)
                / (720 * kB**4 * (TL * TR) ** 3))
assert abs(bias_ratio - bias_formula) < 2e-5

# Test: the series converges above and diverges below its limit
r1, r2 = K1 / m1, K2 / m2
c_top = 2 * r1 / (r2 - r1)
w_top = np.sqrt(2 * r2 * c_top)
assert 0.97 < nodes[0].max() / w_top <= 1 + 1e-12
T_limit = hbar * w_top / (2 * np.pi * kB)


def series_terms(T, count):
    y = (hbar * nodes[0] / (2 * np.pi * kB * T)) ** 2
    power, terms = nodes[1] / np.sum(nodes[1]), [1.0]
    for n in range(1, count + 1):
        power = power * y
        terms.append((-1)**n * 2 * (2*n - 1) * zeta(2*n) * np.sum(power))
    return np.array(terms)


above = series_terms(1.3 * T_limit, 40)
exact_above = conductance(nodes, 1.3 * T_limit) / G_cl
assert abs(above.sum() - exact_above) < 1e-5
below = series_terms(0.7 * T_limit, 40)
assert abs(below[40]) > 10 * abs(below[20])


# Test without Landauer: join two finite quantum chains, evolve exactly
def joined_chains(p, c, N, times, T):
    K1, m1, K2, m2, Ki = p
    mass = np.r_[np.full(N, m1), np.full(N, m2)]
    spring = np.r_[np.full(N - 1, K1), Ki, np.full(N - 1, K2)]
    D = np.diag(2 * c * np.r_[np.full(N, K1), np.full(N, K2)] / mass)
    for j, K in enumerate(spring):
        D[j, j] += K / mass[j]
        D[j + 1, j + 1] += K / mass[j + 1]
        D[j, j + 1] -= K / np.sqrt(mass[j] * mass[j + 1])
        D[j + 1, j] = D[j, j + 1]
    film = D[:N, :N].copy()
    film[-1, -1] -= Ki / m1
    lam, phi = np.linalg.eigh(film)
    full, V = np.linalg.eigh(D)
    w = np.sqrt(full)
    cos_t, sin_t = np.cos(np.outer(times, w)), np.sin(np.outer(times, w))
    project = V[:N].T @ phi
    i, j = N - 1, N
    y_i, y_j = (cos_t * V[i]) @ project, (cos_t * V[j]) @ project
    b_i = (sin_t / w * V[i]) @ project
    b_j = (sin_t / w * V[j]) @ project
    p_j = -(sin_t * w * V[j]) @ project
    result = []
    for E in (heat_factor(hbar * np.sqrt(lam) / (kB * T)), np.ones(N)):
        ij = np.sum(y_i * p_j * E / lam + b_i * y_j * E, axis=1)
        jj = np.sum(y_j * p_j * E / lam + b_j * y_j * E, axis=1)
        result.append(kB * Ki * np.mean(ij / np.sqrt(m1 * m2) - jj / m2))
    return result


T_chain = 200.0
times = np.linspace(11e-12, 21e-12, 401)
G_dyn, G_dyn_cl = joined_chains(params, c_test, 400, times, T_chain)
chain = window_nodes(params, np.array([c_test]), 80)
xc2 = (hbar / (kB * T_chain)) ** 2
chain_formula = (1 - xc2 * moment(chain, 2) / 12
                 + xc2**2 * moment(chain, 4) / 240)
assert abs(G_dyn_cl / conductance(chain) - 1) < 1e-2
assert abs(G_dyn / G_dyn_cl - chain_formula) < 3e-3
assert 1 - G_dyn / G_dyn_cl > 0.05

# Sizes of neglected effects, with rough typical aluminium values
gruneisen, expansion, rise = 2.2, 23e-6, 100.0
soft = (1 - gruneisen * 3 * expansion * rise) ** 2
G_soft = conductance(interface_nodes((K1 * soft, m1, K2, m2, Ki)))
quantum_rise = conductance(nodes, 400) / conductance(nodes, 300) - 1
film_only = interface_nodes((K1, m1, K1, m1, K1))
sub_only = interface_nodes((K2, m2, K2, m2, K2))


def local_resistance(T):
    ends = 1 / conductance(film_only, T) + 1 / conductance(sub_only, T)
    return 1 / conductance(nodes, T) - 0.5 * ends


scales = np.array([2.0, 0.5, 0.5])
split = np.sum(scales**1.5) / np.sum(scales**0.5)
split_nodes = [interface_nodes(tuple(v * s if i in (0, 2, 4) else v
               for i, v in enumerate(params))) for s in scales]
joint = (np.concatenate([n[0] for n in split_nodes]),
         np.concatenate([n[1] for n in split_nodes]))
assert abs(moment(joint, 2) / w2 / split - 1) < 1e-8
coupling, lattice_kappa = 2e17, 6.0
R_ep = 1 / np.sqrt(coupling * lattice_kappa)

G300 = conductance(nodes, 300)
print(f"Lattice spacing: {a*1e9:.2f} nm")
print(f"Masses film, substrate: {m1/amu:.0f}, {m2/amu:.0f} u")
print(f"Top frequencies film, substrate: {f1:.0f}, {f2:.0f} THz")
print(f"Springs film, substrate, interface: {K1:.2f}, {K2:.2f}, {Ki:.2f} N/m")
print(f"Classical conductance G_cl: {G_cl/1e6:.2f} MW/(m2 K)")
print(f"Mesh shift of G_cl: {100*shift_G:.4f} %")
print(f"Mesh shift of <w^2>: {100*shift_w2:.4f} %")
print(f"Transmission-weighted <f^2>: {w2/THz**2:.3f} THz^2")
print(f"Root mean square frequency: {np.sqrt(w2)/THz:.3f} THz")
print(f"Transmission-weighted <f^4>: {w4/THz**4:.2f} THz^4")
print(f"hbar*w_rms/k: {hbar*np.sqrt(w2)/kB:.2f} K")
print(f"Highest transmitted frequency: {w_top/THz:.3f} THz")
print(f"Series converges above: {T_limit:.2f} K")
print("T (K) | G (MW/(m2 K)) | G/G_cl | 1-lead | with quartic")
for T in (150, 200, 300, 400, 600):
    G = conductance(nodes, T)
    print(f"{T} | {G/1e6:.2f} | {G/G_cl:.5f} | {1-lead(T):.5f} | "
          f"{1-lead(T)+quartic(T):.5f}")
print(f"Leading correction at 300 K: {-100*lead(300):.3f} %")
print(f"Quartic term at 300 K: {100*quartic(300):.4f} %")
print(f"Resistance at 300 K: {1e9/G300:.4f} m2 K/GW")
print(f"Classical resistance: {1e9/G_cl:.4f} m2 K/GW")
print(f"Leading correction is 1 % at: {300*np.sqrt(lead(300)/0.01):.1f} K")
print(f"Film density-of-modes <f^2>: {w2_film/THz**2:.3f} THz^2")
print(f"Correction with that mean, 300 K: {-100*lead(300)*w2_film/w2:.3f} %")
print(f"Measured/predicted coefficient at 3000 K: {coefficient:.6f}")
print(f"Bias 900/450 K, J/(dT G_cl), direct: {bias_ratio:.6f}")
print(f"Bias 900/450 K, expansion: {bias_formula:.6f}")
print(f"Joined chains 200 K, G/G_cl from dynamics: {G_dyn/G_dyn_cl:.5f}")
print(f"Joined chains 200 K, expansion: {chain_formula:.5f}")
print(f"Joined chains, classical G dynamics/Landauer: "
      f"{G_dyn_cl/conductance(chain):.5f}")
print(f"Rough Gruneisen number: {gruneisen:.1f}")
print(f"Rough linear expansion: {expansion*1e6:.0f} 1e-6/K")
print(f"Quantum change of G, 300 to 400 K: {100*quantum_rise:.3f} %")
print(f"Film softening change of G_cl, same rise: {100*(G_soft/G_cl-1):.3f} %")
print(f"Unequal polarizations multiply correction by: {split:.3f}")
print(f"Film emission scale at 300 K: "
      f"{conductance(film_only, 300)/1e6:.1f} MW/(m2 K)")
print(f"Substrate emission scale at 300 K: "
      f"{conductance(sub_only, 300)/1e6:.1f} MW/(m2 K)")
print(f"Local-temperature resistance, 300 K: "
      f"{1e9*local_resistance(300):.4f} m2 K/GW")
print(f"Its quantum change from classical: "
      f"{100*(local_resistance(300)/local_resistance(1e6)-1):.3f} %")
print(f"Rough electron-phonon coupling: {coupling:.1e} W/(m3 K)")
print(f"Rough film lattice conductivity: {lattice_kappa:.1f} W/(m K)")
print(f"Electron-phonon series resistance: {1e9*R_ep:.3f} m2 K/GW")
print("PASS")
```

Printed output:

```
Lattice spacing: 0.26 nm
Masses film, substrate: 27, 28 u
Top frequencies film, substrate: 10, 15 THz
Springs film, substrate, interface: 14.75, 34.42, 8.00 N/m
Classical conductance G_cl: 117.23 MW/(m2 K)
Mesh shift of G_cl: 0.0001 %
Mesh shift of <w^2>: -0.0002 %
Transmission-weighted <f^2>: 23.077 THz^2
Root mean square frequency: 4.804 THz
Transmission-weighted <f^4>: 703.99 THz^4
hbar*w_rms/k: 230.55 K
Highest transmitted frequency: 7.746 THz
Series converges above: 59.17 K
T (K) | G (MW/(m2 K)) | G/G_cl | 1-lead | with quartic
150 | 97.30 | 0.83000 | 0.80314 | 0.83388
200 | 105.30 | 0.89826 | 0.88927 | 0.89899
300 | 111.68 | 0.95264 | 0.95078 | 0.95271
400 | 114.05 | 0.97291 | 0.97232 | 0.97292
600 | 115.80 | 0.98782 | 0.98770 | 0.98782
Leading correction at 300 K: -4.922 %
Quartic term at 300 K: 0.1921 %
Resistance at 300 K: 8.9546 m2 K/GW
Classical resistance: 8.5305 m2 K/GW
Leading correction is 1 % at: 665.5 K
Film density-of-modes <f^2>: 50.000 THz^2
Correction with that mean, 300 K: -10.663 %
Measured/predicted coefficient at 3000 K: 0.999610
Bias 900/450 K, J/(dT G_cl), direct: 0.989173
Bias 900/450 K, expansion: 0.989174
Joined chains 200 K, G/G_cl from dynamics: 0.90412
Joined chains 200 K, expansion: 0.90448
Joined chains, classical G dynamics/Landauer: 1.00017
Rough Gruneisen number: 2.2
Rough linear expansion: 23 1e-6/K
Quantum change of G, 300 to 400 K: 2.128 %
Film softening change of G_cl, same rise: -3.619 %
Unequal polarizations multiply correction by: 1.250
Film emission scale at 300 K: 1431.7 MW/(m2 K)
Substrate emission scale at 300 K: 1919.9 MW/(m2 K)
Local-temperature resistance, 300 K: 8.3449 m2 K/GW
Its quantum change from classical: 4.304 %
Rough electron-phonon coupling: 2.0e+17 W/(m3 K)
Rough film lattice conductivity: 6.0 W/(m K)
Electron-phonon series resistance: 0.913 m2 K/GW
PASS
```
